# Bragg-Williams theory of the continuous B2 order-disorder transition: test program

```python
# Result under test: an equiatomic B2 alloy on a bcc lattice, treated in the
# Bragg-Williams approximation, orders continuously at k_B*Tc = 4*V = 2*dE.
# V  = (V_AA + V_BB)/2 - V_AB : nearest-neighbour pair ordering energy (eV)
# dE = 2*V : energy per atom of the random alloy above the ordered alloy (eV)
# eta: order parameter; A fills (1+eta)/2 of alpha and (1-eta)/2 of beta sites
# Energies are in eV and temperatures in K unless a name says otherwise.
import itertools
import numpy as np
from scipy import constants
from scipy.optimize import brentq, minimize, minimize_scalar
from scipy.special import gammaln, xlogy

rng = np.random.default_rng(12345)
kB = constants.k / constants.e
V_AA, V_BB, V_AB = -0.78, -0.84, -0.83
V = (V_AA + V_BB) / 2 - V_AB
Tc = 4 * V / kB
dE = 2 * V


def mixing_term(m):
    """Minus the entropy per site divided by k_B."""
    p, q = (1 + m) / 2, (1 - m) / 2
    return xlogy(p, p) + xlogy(q, q)


def free_energy(eta, T):
    """Free energy per atom, without the order-independent energy."""
    return -2 * V * eta**2 + kB * T * mixing_term(eta)


def equilibrium_order(T):
    if T >= Tc:
        return 0.0
    return brentq(lambda x: np.arctanh(x) / x - Tc / T,
                  1e-6, 1 - 1e-15, xtol=1e-14)


# --- Energy: count every bond in shuffled crystals of fixed composition ---
V2 = 0.1 * V
first_shell = np.array([[V_BB, V_AB], [V_AB, V_AA]])
second_shell = np.array([[0.0, -V2], [-V2, 0.0]])
cell, eta_test, samples = 10, 0.6, 300
sites = cell**3
count_A = round(sites * (1 + eta_test) / 2)
alpha_list = np.arange(sites) < count_A
beta_list = np.arange(sites) < sites - count_A
sum_first = sum_second = 0.0
for _ in range(samples):
    a = rng.permutation(alpha_list).reshape((cell,) * 3).astype(int)
    b = rng.permutation(beta_list).reshape((cell,) * 3).astype(int)
    for shift in itertools.product((0, 1), repeat=3):
        sum_first += first_shell[a, np.roll(b, shift, (0, 1, 2))].sum()
    for axis in range(3):
        for s in (a, b):
            sum_second += second_shell[s, np.roll(s, 1, axis)].sum()
counted_first = sum_first / (2 * sites * samples)
counted_second = sum_second / (2 * sites * samples)
formula_first = V_AA + V_BB + 2 * V_AB - 2 * V * eta_test**2
formula_second = -1.5 * V2 + 1.5 * V2 * eta_test**2
# Tolerances are several standard errors of the sampled averages.
assert abs(counted_first - formula_first) < 1.5e-4
assert abs(counted_second - formula_second) < 2e-5

# --- Exact sum for an alloy in which every alpha site meets every beta site ---
M = 20000
r = np.arange(M + 1)
log_ways = 2 * (gammaln(M + 1) - gammaln(r + 1) - gammaln(M - r + 1))
pairs_AB = r.astype(float)**2 + (M - r.astype(float))**2
pairs_AA = r.astype(float) * (M - r)
total_energy = 8 / M * (V_AB * pairs_AB + (V_AA + V_BB) * pairs_AA)


def exact_mean_order(T):
    log_weight = log_ways - total_energy / (kB * T)
    weight = np.exp(log_weight - log_weight.max())
    return np.sum(weight * np.abs(2 * r / M - 1)) / weight.sum()


for T in (400.0, 600.0, 800.0):
    assert abs(exact_mean_order(T) - equilibrium_order(T)) < 1e-3
    direct = minimize_scalar(free_energy, bounds=(0.01, 0.999999), args=(T,),
                             method="bounded", options={"xatol": 1e-10})
    assert abs(direct.x - equilibrium_order(T)) < 1e-5
mid = M // 2
ways_step = log_ways[mid + 1] - log_ways[mid]
energy_step = total_energy[mid + 1] - total_energy[mid]
Tc_exact_sum = energy_step / (kB * ways_step)
assert abs(Tc_exact_sum / Tc - 1) < 1e-3

# --- Expansion with positive higher coefficients ---
for T in (0.8 * Tc, 1.1 * Tc):
    x = 0.5
    series = kB * (T - Tc) * x**2 / 2 + kB * T * sum(
        x**(2 * n) / (2 * n * (2 * n - 1)) for n in range(2, 40))
    assert abs(series - (free_energy(x, T) - free_energy(0.0, T))) < 1e-12

# --- Behaviour just below the transition ---
t1, t2 = 1e-4, 2e-4
sq1 = equilibrium_order(Tc * (1 - t1))**2
sq2 = equilibrium_order(Tc * (1 - t2))**2
heat_jump = -2 * V * (sq1 - sq2) / (Tc * (t2 - t1)) / kB
assert abs(heat_jump - 1.5) < 2e-3
assert abs(sq1 / t1 - 3) < 2e-3


# --- Free minimization over every site of a bcc supercell ---
def neighbour_sum(x, shift):
    """Sum over the eight sites of the other sublattice around each site."""
    for axis in (-3, -2, -1):
        x = x + np.roll(x, shift, axis)
    return x


T_cell, L_cell = 600.0, 4


def supercell_free_energy(fields):
    x = fields.reshape(2, L_cell, L_cell, L_cell)
    m = np.tanh(x)
    h = np.stack([neighbour_sum(m[1], 1), neighbour_sum(m[0], -1)])
    tau = kB * T_cell / V
    value = 0.5 * np.sum(m[0] * h[0]) + tau * np.sum(mixing_term(m))
    slope = (0.5 * h + tau * x) * (1 - m**2)
    return value, slope.ravel()


n_cell = 2 * L_cell**3
minima = []
for _ in range(20):
    found = minimize(supercell_free_energy, rng.normal(0, 0.3, n_cell),
                     jac=True, method="L-BFGS-B",
                     options={"ftol": 1e-15, "gtol": 1e-9, "maxiter": 2000})
    minima.append(found.fun / n_cell)
b2_minimum = free_energy(equilibrium_order(T_cell), T_cell) / V
assert min(minima) > b2_minimum - 1e-9
assert abs(min(minima) - b2_minimum) < 1e-6


# --- Corrections: second shell and vibrational entropy, from the curvature ---
def transition_from_curvature(extra):
    step = 1e-3

    def curvature(T):
        def f(x):
            return free_energy(x, T) + extra(x, T)
        return (f(step) - 2 * f(0.0) + f(-step)) / step**2
    return brentq(curvature, 0.3 * Tc, 1.5 * Tc)


sigma = 0.1  # assumed vibrational entropy gain on disordering, in k_B per atom
Tc_second = (4 * V - 3 * V2) / kB
Tc_vib = Tc / (1 + 2 * sigma)
numeric_second = transition_from_curvature(lambda x, T: 1.5 * V2 * x**2)
numeric_vib = transition_from_curvature(
    lambda x, T: -kB * T * sigma * (1 - x**2))
assert abs(numeric_second / Tc_second - 1) < 1e-4
assert abs(numeric_vib / Tc_vib - 1) < 1e-4

# --- Volume relaxation: V changes with volume strain as V*(1 - gamma*strain) ---
bulk_GPa, volume_nm3, gamma = 120.0, 0.013, 3.0
stiffness = bulk_GPa * 1e9 * volume_nm3 * 1e-27 / constants.e
gamma_limit = np.sqrt(2 * stiffness / (3 * kB * Tc))
eta_grid = np.linspace(0, 0.99, 200)[:, None]
strain_grid = np.linspace(-0.08, 0.08, 1601)[None, :]


def order_just_above_Tc(g):
    f = (free_energy(eta_grid, 1.002 * Tc)
         + 2 * V * g * strain_grid * eta_grid**2
         + stiffness * strain_grid**2 / 2)
    return eta_grid[np.unravel_index(np.argmin(f), f.shape)[0], 0]


assert order_just_above_Tc(gamma_limit * np.sqrt(0.5)) == 0.0
assert order_just_above_Tc(gamma_limit * np.sqrt(1.5)) > 0.2
assert gamma < gamma_limit


# --- Monte Carlo for the true nearest-neighbour alloy (heat-bath moves) ---
def simulate(L, reduced_T, replicas, sweeps, burn):
    """Time averages of eta^2 and eta^4; reduced_T is k_B*T/V."""
    shape = (len(reduced_T), replicas, L, L, L)
    inverse_T = (1 / np.asarray(reduced_T)).astype(np.float32)
    inverse_T = inverse_T.reshape(-1, 1, 1, 1, 1)
    a = np.ones(shape, dtype=np.float32)
    b = -a
    second = np.zeros(shape[:2])
    fourth = np.zeros(shape[:2])

    def refresh(other, shift):
        odds = np.exp(neighbour_sum(other, shift) * inverse_T)
        up = rng.random(shape, dtype=np.float32) * (1 + odds) < 1
        return 2 * up.astype(np.float32) - 1

    for sweep in range(burn + sweeps):
        a = refresh(b, 1)
        b = refresh(a, -1)
        if sweep >= burn:
            order = (a.mean(axis=(2, 3, 4)) - b.mean(axis=(2, 3, 4))) / 2
            second += order**2
            fourth += order**4
    return second / sweeps, fourth / sweeps


# In the 16-site periodic cell each site meets all eight of the other kind.
u = np.arange(9)
log_binomial = gammaln(9) - gammaln(u + 1) - gammaln(9 - u)
sa, sb = (2 * u - 8)[:, None], (2 * u - 8)[None, :]
weight = np.exp(log_binomial[:, None] + log_binomial[None, :] - sa * sb / 8)
small_exact = np.sum(weight * ((sa - sb) / 16)**2) / weight.sum()
small_sampled = simulate(2, [4.0], 400, 500, 100)[0].mean()
assert abs(small_sampled - small_exact) < 0.015

mc_T = np.array([3.0, 3.1, 3.2, 3.3, 3.4])
replicas = 32
moments_small = simulate(4, mc_T, replicas, 1000, 200)
moments_large = simulate(8, mc_T, replicas, 1000, 200)


def cumulant_difference(keep):
    def cumulant(moments):
        m2 = moments[0][:, keep].mean(axis=1)
        m4 = moments[1][:, keep].mean(axis=1)
        return 1 - m4 / (3 * m2**2)
    return cumulant(moments_large) - cumulant(moments_small)


def crossing(keep):
    d = cumulant_difference(keep)
    assert d[0] > 0 > d[-1]
    i = int(np.argmax(d < 0))
    return mc_T[i - 1] + (mc_T[i] - mc_T[i - 1]) * d[i - 1] / (d[i - 1] - d[i])


everyone = np.arange(replicas)
mc_reduced = crossing(everyone)
groups = 8
partial = np.array([crossing(everyone[everyone % groups != g])
                    for g in range(groups)])
mc_error = np.sqrt((groups - 1) * np.mean((partial - partial.mean())**2))
Tc_mc = mc_reduced * V / kB
assert mc_reduced + 3 * mc_error < 4

# --- Worked example ---
print(f"Pair energies V_AA, V_BB, V_AB: {V_AA:.2f}, {V_BB:.2f}, {V_AB:.2f} eV")
print(f"Pair ordering energy V: {1e3 * V:.1f} meV")
print(f"Ordering energy per atom dE: {1e3 * dE:.1f} meV")
print(f"Boltzmann constant: {kB:.6e} eV/K")
print(f"k_B*Tc, Bragg-Williams: {1e3 * kB * Tc:.1f} meV")
print(f"Tc, Bragg-Williams: {Tc:.1f} K = {Tc - 273.15:.1f} deg C")
print(f"Tc from exact equivalent-neighbour sum: {Tc_exact_sum:.1f} K")
for T in (400.0, 600.0, 800.0, 900.0):
    e = equilibrium_order(T)
    print(f"T = {T:.0f} K: Tc/T = {Tc / T:.4f}, eta = {e:.4f}, "
          f"1-eta^2 = {1 - e**2:.4f}")
gain = free_energy(0.0, 800.0) - free_energy(equilibrium_order(800.0), 800.0)
print(f"Free energy gained by ordering at 800 K: {1e3 * gain:.3f} meV/atom")
print(f"Heat capacity jump at Tc (numerical): {heat_jump:.3f} k_B/atom")
print(f"eta^2/(1-T/Tc) just below Tc (numerical): {sq1 / t1:.3f}")
print(f"Bond count at eta = {eta_test}: {counted_first:.5f} eV/atom")
print(f"Energy formula at eta = {eta_test}: {formula_first:.5f} eV/atom")
print(f"Supercell minimum at 600 K: {1e3 * V * min(minima):.4f} meV/atom")
print(f"B2 formula minimum at 600 K: {1e3 * V * b2_minimum:.4f} meV/atom")
print(f"Monte Carlo k_B*Tc/V: {mc_reduced:.3f}, "
      f"statistical error {mc_error:.3f}")
print(f"Tc, Monte Carlo, same V: {Tc_mc:.0f} K")
print(f"Ratio of Monte Carlo to Bragg-Williams Tc: {Tc_mc / Tc:.3f}")
print(f"Assumed second-shell ordering energy V2: {1e3 * V2:.1f} meV")
print(f"Tc, Bragg-Williams with V2: {Tc_second:.1f} K, "
      f"change {100 * (Tc_second / Tc - 1):.1f} %")
print(f"Assumed vibrational entropy of disordering: {sigma:.2f} k_B/atom")
print(f"Tc, Bragg-Williams with vibrations: {Tc_vib:.1f} K, "
      f"change {100 * (Tc_vib / Tc - 1):.1f} %")
print(f"Assumed bulk modulus: {bulk_GPa:.0f} GPa")
print(f"Assumed atomic volume: {volume_nm3:.3f} nm^3")
print(f"Bulk modulus times atomic volume: {stiffness:.2f} eV")
print(f"Assumed volume sensitivity gamma: {gamma:.1f} (dimensionless)")
print(f"Largest gamma for a continuous transition: {gamma_limit:.2f}")
print(f"Fraction of quartic term removed: {(gamma / gamma_limit)**2:.3f}")
print("OK")
```

Running it gives:

```
Pair energies V_AA, V_BB, V_AB: -0.78, -0.84, -0.83 eV
Pair ordering energy V: 20.0 meV
Ordering energy per atom dE: 40.0 meV
Boltzmann constant: 8.617333e-05 eV/K
k_B*Tc, Bragg-Williams: 80.0 meV
Tc, Bragg-Williams: 928.4 K = 655.2 deg C
Tc from exact equivalent-neighbour sum: 928.4 K
T = 400 K: Tc/T = 2.3209, eta = 0.9790, 1-eta^2 = 0.0416
T = 600 K: Tc/T = 1.5473, eta = 0.8749, 1-eta^2 = 0.2345
T = 800 K: Tc/T = 1.1605, eta = 0.6076, 1-eta^2 = 0.6309
T = 900 K: Tc/T = 1.0315, eta = 0.2990, 1-eta^2 = 0.9106
Free energy gained by ordering at 800 K: 1.113 meV/atom
Heat capacity jump at Tc (numerical): 1.500 k_B/atom
eta^2/(1-T/Tc) just below Tc (numerical): 3.000
Bond count at eta = 0.6: -3.29441 eV/atom
Energy formula at eta = 0.6: -3.29440 eV/atom
Supercell minimum at 600 K: -42.7130 meV/atom
B2 formula minimum at 600 K: -42.7130 meV/atom
Monte Carlo k_B*Tc/V: 3.161, statistical error 0.002
Tc, Monte Carlo, same V: 734 K
Ratio of Monte Carlo to Bragg-Williams Tc: 0.790
Assumed second-shell ordering energy V2: 2.0 meV
Tc, Bragg-Williams with V2: 858.7 K, change -7.5 %
Assumed vibrational entropy of disordering: 0.10 k_B/atom
Tc, Bragg-Williams with vibrations: 773.6 K, change -16.7 %
Assumed bulk modulus: 120 GPa
Assumed atomic volume: 0.013 nm^3
Bulk modulus times atomic volume: 9.74 eV
Assumed volume sensitivity gamma: 3.0 (dimensionless)
Largest gamma for a continuous transition: 9.01
Fraction of quartic term removed: 0.111
OK
```
